\section*{Small-signal impedance and negative resistance of an idealized Read diode, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: the avalanche zone}

A Read diode has two zones in series. In the avalanche zone, $0<x<l_a$, the field is high enough for impact ionization. In the drift zone, $l_a<x<l_a+l_d$, carriers only travel. The diode is one-dimensional with cross-section $A$ and permittivity $\varepsilon$. All carriers move at the saturated speed $v$, whatever the field. Carriers of one sign move towards $+x$, those of the other sign towards $-x$, and both carry positive current along $+x$. Let $J_+$ and $J_-$ be these two current densities. Both kinds of carrier have the same ionization coefficient $\alpha(E)$, the number of pairs created per carrier and unit length, with slope $\alpha'=d\alpha/dE$. The dc field is uniform within the avalanche zone. Diffusion, leakage current and contact resistance are left out at first.

\subsection*{(a) Continuity and the steady state}

\textit{Write the continuity equations for $J_+$ and $J_-$ in the avalanche zone, and find the condition for a steady current that needs no injection from outside.}

\textbf{Solution.} Let $n_\pm$ be the carrier densities and $q$ the elementary charge, so that $J_\pm=qvn_\pm$. Each carrier creates $\alpha v$ pairs per unit time, and each pair adds one carrier of each kind:
\begin{equation}
\frac{\partial n_\pm}{\partial t}\pm v\frac{\partial n_\pm}{\partial x}=\alpha v(n_++n_-).
\end{equation}
Multiplication by $q$ gives
\begin{equation}
\frac1v\frac{\partial J_\pm}{\partial t}\pm\frac{\partial J_\pm}{\partial x}=\alpha(J_++J_-).
\end{equation}
Define the particle current $S=J_++J_-$ and the difference $D=J_+-J_-$. The sum and the difference of the two equations are
\begin{equation}
\frac{\partial D}{\partial x}=2\alpha S-\frac1v\frac{\partial S}{\partial t},\qquad
\frac{\partial S}{\partial x}=-\frac1v\frac{\partial D}{\partial t}.
\label{SD}
\end{equation}
No forward carriers enter at $x=0$, and no backward carriers arrive from the drift zone, where none are created. Hence $J_+(0)=0$ and $J_-(l_a)=0$, or
\begin{equation}
D(0)=-S(0),\qquad D(l_a)=S(l_a).
\label{BC}
\end{equation}
In the steady state $S=J_0$ is uniform and $D=J_0(2\alpha x-1)$. The condition at $l_a$ then reads $2\alpha l_a-1=1$, so
\begin{equation}
\alpha l_a=1 .
\end{equation}
Each carrier pair is replaced by one new pair on average. The value of $J_0$ is not fixed by this condition; the external circuit sets it.

\subsection*{(b) How fast the avalanche responds}

\textit{Let $\alpha l_a$ exceed one slightly, so that all currents grow as $e^{st}$. With $\tau_a=l_a/v$ and $s\tau_a\ll1$, find $s$ to leading order.}

\textbf{Solution.} Put $\xi=x/l_a$. With $\partial/\partial t\to s$, equations (\ref{SD}) become
\begin{equation}
\frac{dS}{d\xi}=-s\tau_a D,\qquad \frac{dD}{d\xi}=(2\alpha l_a-s\tau_a)S .
\end{equation}
To zeroth order $D=S(0)(2\xi-1)$, as in the steady state. Inserting this in the first equation and integrating from $0$ gives
\begin{equation}
S(\xi)=S(0)\left[1+s\tau_a(\xi-\xi^2)\right].
\label{profile}
\end{equation}
The particle current is larger inside the zone than at its ends, and to this order it is equal at both ends. Since $\int_0^1(\xi-\xi^2)d\xi=1/6$, the second equation integrates to
\begin{equation}
D(1)-D(0)=2S(0)=(2\alpha l_a-s\tau_a)\left(1+\tfrac16 s\tau_a\right)S(0),
\end{equation}
where the conditions (\ref{BC}) were used on the left. The excess $\alpha l_a-1$ is itself of first order, so first-order terms give $0=2(\alpha l_a-1)-s\tau_a+\tfrac13s\tau_a$, or
\begin{equation}
\alpha l_a-1=\frac{s\tau_a}{3}
\quad\Longleftrightarrow\quad
\frac{\tau_a}{3}\frac{dJ}{dt}=(\alpha l_a-1)J .
\label{rate}
\end{equation}
Here $J$ is the current leaving the zone. If $S$ were taken as uniform, the term $s\tau_a/6$ would be missing and the response time would be $\tau_a/2$. The current profile (\ref{profile}) makes the difference: the extra carriers in the middle of the zone also ionize.

A solution of the transport equations without this expansion, for an excess of $0.01$, gives $s\tau_a/(\alpha l_a-1)=2.994$. The current in the middle of the zone exceeds that at the entrance by $0.00749$, which is the predicted $s\tau_a/4$.

\subsection*{(c) The response to an alternating field}

\textit{Add a small field $e(x)e^{i\omega t}$ to the dc field at $\alpha l_a=1$. Find the alternating particle current density $j$ leaving the zone, for $\omega\tau_a\ll1$.}

\textbf{Solution.} Real quantities are the real parts of complex amplitudes times $e^{i\omega t}$. Write $S=J_0+\sigma$ and $D=J_0(2\xi-1)+d$, and abbreviate $u=i\omega\tau_a$. The ionization coefficient changes by $\alpha'e$. Keeping terms linear in the small quantities,
\begin{equation}
\frac{d\sigma}{d\xi}=-u\,d,\qquad
\frac{dd}{d\xi}=(2-u)\sigma+2\alpha'J_0l_a e .
\label{lin}
\end{equation}
The boundary conditions are $d(0)=-\sigma(0)$ and $d(1)=\sigma(1)=j$.

At $\alpha l_a=1$ and $u=0$ a current of any size persists without a driving field. A weak field therefore suffices for a finite $j$, and the field term in (\ref{lin}) is small beside $2\sigma$; part (d) confirms this. To leading order $d=j(2\xi-1)$, and as before $\sigma=j[1+u(\xi-\xi^2)]$. Let $\bar e=\int_0^1e\,d\xi$ be the mean field. Integration of the second equation gives
\begin{equation}
2j=(2-u)\left(1+\frac u6\right)j+2\alpha'J_0l_a\bar e .
\end{equation}
The terms $2j$ cancel, and the remaining first-order terms are $0=-u j+\tfrac13uj+2\alpha'J_0l_a\bar e$. Therefore
\begin{equation}
\frac{i\omega\tau_a}{3}\,j=\alpha'J_0l_a\bar e,
\qquad
j=\frac{3v\alpha'J_0}{i\omega}\,\bar e .
\label{inj}
\end{equation}
The spatial shape of $e$ drops out because the dc particle current is uniform. The factor $1/i$ means that the injected current lags the avalanche field by $90^\circ$. While the field is above its dc value the current grows, so it peaks when the field returns to that value. This is the avalanche delay. It is a phase delay of a quarter period, not a fixed time.

\subsection*{(d) Impedance of the avalanche zone}

\textit{Let $I$ be the amplitude of the total current density, particle plus displacement. Find the ratio $\gamma=j/I$ and the impedance $Z_a$ of the zone. State what kind of circuit element it is.}

\textbf{Solution.} The total current density is uniform in one dimension:
\begin{equation}
I=\sigma(x)+i\omega\varepsilon e(x).
\label{total}
\end{equation}
Averaging over the zone gives $I=\bar\sigma+i\omega\varepsilon\bar e$. From part (c), $\bar\sigma=j(1+u/6)$, which is $j$ to leading order. With (\ref{inj}),
\begin{equation}
I=i\omega\varepsilon\bar e+\frac{3v\alpha'J_0}{i\omega}\bar e
=i\omega\varepsilon\bar e\left(1-\frac{\omega_a^2}{\omega^2}\right),
\qquad \omega_a^2=\frac{3v\alpha'J_0}{\varepsilon}.
\label{wa}
\end{equation}
The minus sign comes from $1/i^2=-1$. In terms of $\omega_a$, (\ref{inj}) is $j=\varepsilon\omega_a^2\bar e/(i\omega)$, so
\begin{equation}
\gamma=\frac jI=\frac{-\omega_a^2/\omega^2}{1-\omega_a^2/\omega^2}
=\frac1{1-\omega^2/\omega_a^2}.
\label{gamma}
\end{equation}
The voltage drop along the current is $l_a\bar e$ and the current is $IA$. Hence
\begin{equation}
Z_a=\frac{l_a\bar e}{IA}=\frac{l_a}{i\omega\varepsilon A}\,\frac1{1-\omega_a^2/\omega^2}.
\label{Za}
\end{equation}
This is a capacitance $C_a=\varepsilon A/l_a$ in parallel with an inductance $L_a=1/(\omega_a^2C_a)$. The zone is inductive below $\omega_a$ and capacitive above. To this order it has no resistance. Above $\omega_a$ the displacement current exceeds the particle current in size, and $\gamma<0$: the injected current is opposite in phase to the total current.

The assumption of part (c) can now be checked. The mean field term there is $2\alpha'J_0l_a\bar e=\tfrac23uj$, small if $\omega\tau_a\ll1$. By (\ref{total}) the non-uniform part of $e$ is $(\bar\sigma-\sigma)/(i\omega\varepsilon)$, of order $uj/(i\omega\varepsilon)$. Its contribution to the field term is of order $(\omega_a\tau_a)^2j$. The result thus needs $\omega\tau_a\ll1$ and $\omega_a\tau_a\ll1$. It also fails close to $\omega_a$, where the leading terms in (\ref{wa}) cancel.

\subsection*{(e) The next order in the avalanche transit time}

\textit{Solve the linear equations (\ref{lin}) without assuming small $u$. Expand to find the first correction to $\gamma$ and the resistance $R_a$ of the avalanche zone.}

\textbf{Solution.} Equation (\ref{total}) gives $e=(I-\sigma)/(i\omega\varepsilon)$. Define
\begin{equation}
w=\frac{2\alpha'J_0l_a}{i\omega\varepsilon}=\frac{2\omega_a^2\tau_a}{3i\omega},\qquad M=2-u-w .
\end{equation}
Then (\ref{lin}) reads
\begin{equation}
\frac{d\sigma}{d\xi}=-ud,\qquad \frac{dd}{d\xi}=M\sigma+wI,
\end{equation}
and eliminating $d$ gives $\sigma''=-uM\sigma-uwI$. Let $\eta=\xi-\tfrac12$. The equations and boundary conditions are unchanged under $\eta\to-\eta$, $d\to-d$, so $\sigma$ is even in $\eta$:
\begin{equation}
\sigma=-\frac{wI}{M}+C\cos(2h\eta),\qquad
d=-\frac{\sigma'}{u}=\frac{2h}{u}C\sin(2h\eta),\qquad h^2=\frac{uM}4 .
\end{equation}
At the exit, $\eta=\tfrac12$, both $\sigma$ and $d$ equal $j$. The second expression gives $C=uj/(2h\sin h)$. The first then gives
\begin{equation}
j=-\frac{wI}M+\frac{uj}{2h}\cot h .
\end{equation}
Multiply by $M/2$ and use $uM=4h^2$, so that $\dfrac M2\cdot\dfrac{u}{2h}=h$:
\begin{equation}
\frac M2 j=-\frac w2I+h\cot h\;j
\quad\Rightarrow\quad
\gamma=\frac{w/2}{h\cot h-M/2}.
\label{exact}
\end{equation}
For small $h$, $h\cot h=1-h^2/3-h^4/45-\dots$, with $h^2=u/2-u(u+w)/4$. To second order
\begin{equation}
h\cot h-\frac M2=\frac{u+w}2-\frac u6+\frac{u(u+w)}{12}-\frac{u^2}{180}
=\frac w2+\frac u3+\frac{uw}{12}+\frac{7u^2}{90}.
\end{equation}
Now divide by $w/2$. Let $\rho=\omega^2/\omega_a^2$; the definitions give $u/w=-3\rho/2$. The terms become $2u/(3w)=-\rho$, then $u/6$, and $7u^2/(45w)=-7\rho u/30$:
\begin{equation}
\frac1\gamma=1-\rho+i\omega\tau_a\left(\frac16-\frac{7\rho}{30}\right).
\label{g1}
\end{equation}
The expansion stays valid at low frequency, where $w$ is large, because $uw=\tfrac23(\omega_a\tau_a)^2$ remains small.

For the voltage one needs $\bar\sigma=j(1+u/6)$. Hence $I/\bar\sigma=(1-u/6)/\gamma$ to this order, and
\begin{equation}
\frac{I}{\bar\sigma}=1-\rho+i\omega\tau_a\left(\frac16-\frac{7\rho}{30}-\frac{1-\rho}6\right)
=1-\rho-\frac{i\omega\tau_a\rho}{15}.
\end{equation}
The impedance of the zone is $Z_a=l_a(1-\bar\sigma/I)/(i\omega\varepsilon A)$. Its real part is $-l_a\,\mathrm{Im}(\bar\sigma/I)/(\omega\varepsilon A)$, which gives
\begin{equation}
R_a=-\frac{l_a\tau_a}{15\varepsilon A}\,
\frac{\rho}{(1-\rho)^2+(\omega\tau_a\rho/15)^2}.
\label{Ra}
\end{equation}
At this order the avalanche zone has a negative resistance of its own on both sides of $\omega_a$. It is small away from the resonance, but not close to $\omega_a$. It arises because the mean particle current lags the mean field by slightly more than $90^\circ$: $\bar\sigma/\bar e=i\omega\varepsilon/(I/\bar\sigma-1)$ with $I/\bar\sigma-1=-\rho(1+u/15)$, so the extra lag is $\omega\tau_a/15$.

The phase between $j$ and $\bar e=(I-\bar\sigma)/(i\omega\varepsilon)$ also changes. Since $I/\bar\sigma-1=-\rho(1+u/15)$ and $j=\bar\sigma(1-u/6)$, the ratio $j/\bar e$ acquires the factor $(1-u/6)(1-u/15)$. This is an extra lag of $7\omega\tau_a/30$. For a zone of 4 nm with $v=10^7$ cm/s at 20 GHz, $\omega\tau_a=0.0050$ and the lag is $90.07^\circ$. The numerical solution of the transport equations gives the same value.

\section*{Second half: drift, total impedance and the negative-resistance range}

The total alternating current density is $I$, the particle current density entering the drift zone is $j=\gamma I$, and the time factor is $e^{i\omega t}$. The zones have lengths $l_a$ and $l_d$, and the carrier speed is $v$. The transit times are $\tau_a=l_a/v$ and $\tau_d=l_d/v$, and $\theta=\omega\tau_d$. The first half gave, to leading order in $\omega\tau_a$ and $\omega_a\tau_a$,
\begin{equation}
\gamma=\frac1{1-\rho},\quad \rho=\frac{\omega^2}{\omega_a^2},\quad
\omega_a^2=\frac{3v\alpha'J_0}{\varepsilon},\quad
Z_a=\frac{l_a}{i\omega\varepsilon A}\frac1{1-1/\rho},
\label{recap}
\end{equation}
where $J_0$ is the dc current density and $\alpha'$ the field slope of the ionization coefficient. The first corrections are the term in $i\omega\tau_a$ in (\ref{g1}) and the resistance $R_a$ in (\ref{Ra}).

\subsection*{(f) Impedance of the drift zone}

\textit{Find the impedance $Z_d$ of the drift zone and the total impedance $Z$.}

\textbf{Solution.} Let $y=x-l_a$ be the distance from the entrance. Without ionization the forward current obeys $\partial J_+/\partial y+(1/v)\partial J_+/\partial t=0$. Its alternating part is a travelling wave,
\begin{equation}
j(y)=\gamma I e^{-i\omega y/v}.
\end{equation}
There is no backward current, and the field does not change the saturated speed. The rest of $I$ is displacement current, so
\begin{equation}
e(y)=\frac{I-j(y)}{i\omega\varepsilon}=\frac{I}{i\omega\varepsilon}\left(1-\gamma e^{-i\omega y/v}\right).
\end{equation}
The integral of the wave is
\begin{equation}
\int_0^{l_d}e^{-i\omega y/v}dy=\frac{v}{i\omega}(1-e^{-i\theta})=l_d\,\frac{1-e^{-i\theta}}{i\theta}.
\end{equation}
Dividing the voltage drop by $IA$,
\begin{equation}
Z_d=\frac{l_d}{i\omega\varepsilon A}\left[1-\gamma\,\frac{1-e^{-i\theta}}{i\theta}\right],
\label{Zd}
\end{equation}
and the diode impedance to leading order is
\begin{equation}
Z=\frac1{i\omega\varepsilon A}\left\{\frac{l_a}{1-\omega_a^2/\omega^2}
+l_d\left[1-\gamma\,\frac{1-e^{-i\theta}}{i\theta}\right]\right\}.
\label{Z}
\end{equation}

The impedance $Z$ of the whole diode is now known to leading order in the avalanche transit time, together with the first corrections for the avalanche zone. It remains to find where its real part is negative, and to see how a finite avalanche zone, series resistance and the neglected effects change that range.

Numbers in the example were calculated in double precision.
